# Chemical diffusivity of water in an acceptor-doped oxide

A dry, acceptor-doped oxide plate is placed in humid gas. Water enters and the plate becomes a proton conductor, yet no water molecule travels through the lattice. Protons move inward while oxygen vacancies move outward, and the two species can have very different mobilities. What single diffusivity describes the uptake, and why should it change as the plate fills?

## What counts as water

Take an oxide with three oxygen sites per formula unit and a uniform, immobile acceptor content $A$ per formula unit, each acceptor carrying charge $-1$ relative to the perfect lattice. Two mobile defects compensate it: protons bound to oxide ions, with charge $+1$ and content $c_H$, and oxygen vacancies, with charge $+2$ and content $c_V$. Electronic carriers are neglected for now. Neutrality requires

$$c_H+2c_V=A .$$

A water molecule supplies one oxide ion, which fills a vacancy, and two protons:

$$\mathrm{H_2O}+\mathrm V+\mathrm O\rightleftharpoons 2\,\mathrm{OH}.$$

Here V is a vacancy, O a lattice oxide ion and OH an oxide ion with a proton attached. The water content is therefore $c_w=c_H/2$. With the hydration fraction $X=c_H/A$,

$$c_H=AX,\qquad c_V=\frac{A(1-X)}2,\qquad c_w=\frac{AX}2 .$$

Thus $X=0$ is dry and $X=1$ is saturated. One variable fixes the local composition, which is why a single diffusivity is possible.

For dilute defects the content of ordinary oxide ions is close to 3, and mass action with water pressure $p$ (in bar, for a 1 bar standard state) reads

$$K=\frac{c_H^2}{3c_Vp}=\frac{2AX^2}{3(1-X)p}.$$

Setting $q=3Kp/(2A)$ gives $X^2+qX-q=0$. The positive root is

$$X=\frac{-q+\sqrt{q^2+4q}}2=\frac{2}{1+\sqrt{1+4/q}},$$

where the second form follows on multiplying above and below by $q+\sqrt{q^2+4q}$. At low pressure $X\approx\sqrt q$; at high pressure $X\to1$.

## First case: equal mobilities

Let $x$ be position, a prime mean $d/dx$, and $u$ be the electric potential in units of $k_BT/e$. For dilute, ideal defects without direct coupling between their jumps,

$$J_H=-D_H(c_H'+c_Hu'),\qquad J_V=-D_V(c_V'+2c_Vu').$$

The first term in each bracket is diffusion, the second drift. $D_H$ and $D_V$ are defect diffusivities; $D_V$ is not the tracer diffusivity of oxygen, which also contains the small fraction of sites that are vacant.

Conservation and neutrality make $J_H+2J_V$ independent of $x$. It vanishes at the mirror plane of a symmetric plate, and hence everywhere. In a membrane it vanishes if no external circuit carries current. So

$$J_H+2J_V=0 .$$

Suppose first that $D_H=D_V=D$. The zero-current condition becomes

$$-D\left[(c_H'+2c_V')+(c_H+4c_V)u'\right]=0 .$$

The first bracket vanishes by neutrality, so $u'=0$. Then $J_w=J_H/2=-Dc_w'$: water diffuses with the common diffusivity, whatever the hydration. For these dilute, ideal defects, any dependence on $X$ must come from unequal mobilities.

## General case: the internal field

For unequal mobilities, insert $c_H'=AX'$ and $c_V'=-AX'/2$ into the zero-current condition and divide by $-A$:

$$D_H(X'+Xu')+2D_V\left[-\frac{X'}2+(1-X)u'\right]=0 .$$

Collecting terms gives

$$u'=-\frac{D_H-D_V}{S}X',\qquad S=XD_H+2(1-X)D_V .$$

The quantity $S$ is proportional to the total ionic conductivity. If protons are faster, the potential falls toward the wetter side. The field then retards protons moving toward the dry side and speeds up vacancies moving toward the wet side, until the two charge fluxes cancel.

Substitution into the proton flux gives

$$J_H=-AD_HX'\left[1-\frac{X(D_H-D_V)}S\right].$$

The numerator of the bracket, over $S$, is

$$XD_H+2(1-X)D_V-XD_H+XD_V=(2-X)D_V .$$

Since $J_w=J_H/2$ and $c_w'=AX'/2$, the definition $J_w=-D_wc_w'$ yields

$$\boxed{D_w(X)=\frac{(2-X)D_HD_V}{XD_H+2(1-X)D_V}} .$$

Filling a vacancy removes it, so $J_V=-J_w$; the vacancy equation gives the same result. The uptake obeys $\partial c_w/\partial t=\partial_x(D_w\,\partial_xc_w)$.

Equal mobilities make the denominator $(2-X)D$ and return $D_w=D$. The two ends are

$$D_w(0)=D_H,\qquad D_w(1)=D_V .$$

At these two ends the scarcer defect sets the rate; in between, the defect with the lower conductivity has the larger influence, whether or not it is the scarcer. The field does not vanish at the ends: $u'\to-\tfrac12(D_H/D_V-1)X'$ as $X\to0$ and $u'\to-(1-D_V/D_H)X'$ as $X\to1$. It acts on the abundant defect, whose flux it adjusts to cancel the charge moved by the scarce one. The drift of the scarce defect is proportional to its small content and is negligible beside its diffusion, so it moves with its own diffusivity.

## Between the limits

Differentiating the quotient, with $dS/dX=D_H-2D_V$, gives

$$\frac{dD_w}{dX}=D_HD_V\frac{-S-(2-X)(D_H-2D_V)}{S^2}.$$

Writing $S=2D_V+X(D_H-2D_V)$, the terms in $X$ cancel and the numerator becomes $-2D_V-2(D_H-2D_V)=-2(D_H-D_V)$. Therefore

$$\frac{dD_w}{dX}=-\frac{2D_HD_V(D_H-D_V)}{S^2}.$$

For faster protons, $D_w$ falls steadily with hydration. At the dry end the relative slope is $-(D_H/D_V-1)/2$, so a large mobility ratio makes even slight hydration matter.

Proton and vacancy conductivities are equal when $XD_H=2(1-X)D_V$, or

$$X_*=\frac{2D_V}{D_H+2D_V}.$$

Here $2-X_*=2(D_H+D_V)/(D_H+2D_V)$ and $S=2X_*D_H=4D_HD_V/(D_H+2D_V)$, so $D_w(X_*)=(D_H+D_V)/2$.

When protons carry nearly all the ionic current, $XD_H\gg2(1-X)D_V$, and

$$D_w\approx D_V\frac{2-X}{X}.$$

The proton mobility has dropped out. In this regime an uptake experiment measures vacancy motion, although the quantity taken up is hydrogen as well as oxygen.

## The same result from the driving force

With $L_i=D_ic_i$ and electrochemical potentials $\eta_i$ in units of $k_BT$, the fluxes are $J_i=-L_i\eta_i'$, where $\eta_H=\ln c_H+u$ and $\eta_V=\ln c_V+2u$ up to constants. Hydration equilibrium gives the water potential $m=\mu_w/(k_BT)$ as

$$m=2\eta_H-\eta_V=2\ln c_H-\ln c_V+\text{constant},$$

in which the electric potential cancels, as it must for a neutral molecule. Zero current gives $\eta_V'=-L_H\eta_H'/(2L_V)$. Hence

$$m'=\eta_H'\,\frac{4L_V+L_H}{2L_V},\qquad J_w=-\frac{L_H\eta_H'}2=-\frac{L_HL_V}{L_H+4L_V}\,m' .$$

The transport coefficient vanishes at both ends, because one carrier disappears. The slope of the water potential compensates:

$$\frac{dm}{dX}=\frac2X+\frac1{1-X}=\frac{2-X}{X(1-X)} .$$

Since $L_HL_V/(L_H+4L_V)=AX(1-X)D_HD_V/(2S)$ and $dX/dc_w=2/A$, the product is again $(2-X)D_HD_V/S$.

## Removing the assumption of neutrality

Neutrality was imposed above. It can instead be allowed to emerge from Poisson's equation. Perturb a uniform oxide by $\delta c_i\propto e^{ikx}$, with charges $z_H=1$, $z_V=2$ and $\rho=\delta c_H+2\delta c_V$. Poisson's equation is $\delta u''=-\rho/\ell^2$, with $\ell^2=\varepsilon k_BT/(e^2n_f)$, where $\varepsilon$ is the permittivity and $n_f$ the number density of formula units. Linearizing the conservation laws gives

$$\frac{d\,\delta c_i}{dt}=-D_ik^2\delta c_i-\frac{D_iz_ic_i}{\ell^2}\rho .$$

The two decay rates have product

$$k^4D_HD_V+\frac{k^2D_HD_V(c_H+4c_V)}{\ell^2}$$

and sum $k^2(D_H+D_V)+(D_Hc_H+4D_Vc_V)/\ell^2$. The terms in $1/\ell^2$ dominate both when $k^2\ell^2(D_H+D_V)\ll D_Hc_H+4D_Vc_V$. This requires a wavelength long compared with the screening length $\lambda=\ell/\sqrt{c_H+4c_V}$, and more than that when the faster defect is scarce: for $D_H/D_V\approx8000$, $X=0.01$ and $k^2\lambda^2=0.01$ the slow rate is only about a third of $k^2D_w$. Suppose the condition holds. One rate is then fast and removes charge; the slow rate is product over sum:

$$k^2\,\frac{D_HD_V(c_H+4c_V)}{D_Hc_H+4D_Vc_V}=k^2D_w .$$

The last equality uses $c_H+4c_V=A(2-X)$. In a numerical test with $k^2\ell^2/A=10^{-6}$, $X$ from 0.05 to 0.95 and four mobility ratios, the slow rate agreed with $k^2D_w$ to better than one part in $10^4$.

## A plate at 750 K

The following rough, round parameters lie in the regime of yttrium-doped barium zirconate; they are not a fit to a sample. Take $A=0.10$, a lattice parameter of 0.42 nm and $k_BT=64.63$ meV. The diffusivities have prefactors $10^{-3}$ and $10^{-2}$ cm²/s and activation energies 0.45 and 0.80 eV for protons and vacancies:

$$D_H=9.47\times10^{-7},\qquad D_V=4.21\times10^{-8}\ \text{cm}^2/\text{s}.$$

A hydration enthalpy of $-0.80$ eV and entropy of $-0.90$ meV/K give $K=6.92$. At 20 Torr, or 0.0267 bar, $q=3(6.92)(0.0267)/0.20=2.77$ and $X=0.780$. At 5 Torr, $X=0.555$. For the wetter state

$$S=0.780D_H+0.440D_V=7.57\times10^{-7}\ \text{cm}^2/\text{s},$$

$$D_w=\frac{1.220\,D_HD_V}{S}=6.4\times10^{-8}\ \text{cm}^2/\text{s}.$$

This is about 15 times below $D_H$ and 1.5 times $D_V$. The proton-dominated approximation gives $1.56D_V$, against $1.53D_V$ from the full formula. At 5 Torr, $D_w=1.02\times10^{-7}$ cm²/s. Near the dry end, going from $X=0$ to 0.01 already lowers $D_w$ by 10 %, as the large initial slope requires.

Integrating $u'$ between the two states gives

$$\Delta u=-\frac{D_H-D_V}{D_H-2D_V}\ln\frac{S_2}{S_1},$$

with a finite limit at $D_H=2D_V$. Here $S_1=5.63\times10^{-7}$ cm²/s, so $\Delta u=-1.049\ln(1.345)=-0.311$. The 20 Torr side lies 20 mV below the 5 Torr side. This is the internal electrostatic difference, not the voltage read between electrodes, which depends on the electrode reactions.

Now expose both faces of a 1.0 mm plate and step the pressure between these values. With constant $D_w$ and half thickness $L$, the leading term of the diffusion series leaves a fraction $(8/\pi^2)\exp(-\pi^2D_wt/4L^2)$ of the change to be completed. Setting it to one half gives

$$t_{1/2}\approx\frac4{\pi^2}\ln\!\left(\frac{16}{\pi^2}\right)\frac{L^2}{D_w}=0.196\frac{L^2}{D_w}.$$

The two end-state diffusivities give 1.3 h and 2.1 h. Integration with $D_w(X)$ gives 1.80 h for wetting and 1.58 h for drying between the same states, a ratio of 1.14. The calculation establishes this difference for this pressure step only.

The nonlinear equations with Poisson's equation, solved on the same 80-cell half plate with $\ell^2/(AL^2)=10^{-6}$, changed these half-times by at most 0.0008 %. The real Debye length comes out near 0.33 nm for a relative permittivity of 50. That is below the lattice parameter and so not a literal continuum length, but it shows how small the departure from neutrality is across a millimetre.

## Corrections within the ionic picture

Counting ordinary oxide ions as $c_O=3-c_H-c_V$ adds $-\ln c_O$ to $m$. Since $dc_O/dX=-A/2$, the relative change of $D_w$ at fixed $D_H$, $D_V$ and $X$ is

$$\frac{A}{2c_O}\,\frac{X(1-X)}{2-X},$$

which is $+0.24$ % at the wetter state. This is the thermodynamic part only, with $D_H$ and $D_V$ taken at the actual composition. The same counting also blocks jumps: if both defects can move only to ordinary oxide sites, their diffusivities carry a factor $c_O/3=0.970$, and relative to the dilute-limit values the net change of $D_w$ is $-2.7$ %. If hydroxide ions jump into vacancies as readily as oxide ions, it is about $-0.1$ %. These changes are at fixed $X$; at fixed $K$ and 20 Torr the same counting also lowers $X$ from 0.780 to 0.776, which raises $D_w$ by a further 0.8 %.

Coulomb interaction among the mobile defects is also left out, although the Bjerrum length, 0.45 nm at 750 K for a relative permittivity of 50, exceeds the Debye length. A Debye–Hückel estimate of the thermodynamic part lowers $D_w$ at the wetter state by 1.5 to 3 % for a distance of closest approach between 0.42 and 0.21 nm, and by 8 % in the limiting law. At this coupling the theory gives no more than a rough size.

Acceptors may also trap protons. With one trap per acceptor, a rough binding energy of 0.20 eV and local equilibrium, $D_w$ at the hydration fraction of the wetter state rises by 4.1 %, if the effective $D_H$ of the nearly dry oxide is held fixed. The result is sensitive to the binding energy: 0.30 eV gives 18 %. A still stronger trap or vacancy–acceptor association could matter more; the latter is not modelled.

Finally, a hydroxide ion may jump into a vacancy and carry its proton along. If it jumps as readily as an oxide ion, a fraction $c_H/(3-c_V)$ of oxygen jumps carries a proton. At the wetter state protons carry nearly all the ionic conductivity, so the zero-current condition makes $\eta_H'$ much smaller than $\eta_V'$. Oxide and hydroxide jumps then feel nearly the same driving force, and the net oxygen flux is shared in nearly the same proportion as the jumps. Because $|J_V|=|J_H|/2$, the share of the proton flux carried this way is about half that fraction, or 1.3 %.

## When holes are not negligible

Let $\sigma_H$, $\sigma_V$ and $\sigma_h$ be the proton, vacancy and hole conductivities, and consider a uniform oxygen potential, as in steady permeation through a membrane with the same oxygen pressure on both faces and a small difference in water pressure. Equilibrium of $\tfrac12\mathrm{O_2}+\mathrm V\rightleftharpoons\mathrm O+2h$ then requires $\eta_V'=2\eta_h'$. Zero total current becomes

$$\sigma_H\eta_H'+\frac{\sigma_V}{2}\eta_V'+\sigma_h\eta_h'=\sigma_H\eta_H'+\frac{\sigma_V+\sigma_h}{2}\eta_V'=0 .$$

Eliminating $\eta_V'$ with $m'=2\eta_H'-\eta_V'$ gives

$$J_H\propto-\frac{\sigma_H(\sigma_V+\sigma_h)}{2(\sigma_H+\sigma_V+\sigma_h)}\,m' .$$

For $\sigma_h=0$ this is the ionic result. Holes help the vacancies compensate proton charge, so when protons dominate, the relevant condition is $\sigma_h\ll\sigma_V$; $\sigma_h\ll\sigma_H$ is not enough. In such a membrane the hydrogen and oxygen fluxes are no longer locked in the ratio 2:1, and one water diffusivity no longer describes both.

At the wetter state $\sigma_H=2.5\times10^{-3}$ and $\sigma_V=6.2\times10^{-5}$ S/cm. A rough hole conductivity of $1\times10^{-4}$ S/cm in air is only 4 % of $\sigma_H$, yet at the same water-potential gradient it raises the steady hydrogen flux through such a membrane by about 150 %. At fixed vacancy content, mass action makes the hole content vary as the fourth root of oxygen pressure. Going from 160 to $10^{-3}$ Torr of oxygen lowers $\sigma_h$ to $5\times10^{-6}$ S/cm and the excess to 8 %. These figures do not carry over to uptake by the plate. There the hole flux vanishes at the mirror plane, so holes move no more charge than the change in their own content, and the oxygen potential inside does not stay uniform. At $\sigma_h=10^{-4}$ S/cm a hole diffusivity of $10^{-5}$ cm²/s means $3\times10^{-4}$ holes per formula unit, against a proton uptake of 0.023. Integration of the neutral three-carrier equations, with this hole content fixed at the 20 Torr state and the oxygen pressure constant, then shortens the wetting half-time of the hydrogen uptake by 1.5 % and lengthens that of the oxygen uptake by 0.4 %. The half-times below refer to hydrogen. The change is 0.1 % for $10^{-4}$ cm²/s and about one sixth for holes as slow as the protons, $10^{-6}$ cm²/s. The size of the pressure step is not the measure, because the charge the holes exchange shrinks with the step. At fixed vacancy content the faces keep $2\eta_h-\eta_V$ fixed while $2\eta_H-\eta_V$ rises by $\delta\ln p$, so for $c_h\ll c_H$ protons can be traded for at most about $\tfrac12c_h\,\delta\ln p$ holes. For small steps the condition is therefore $c_h/2\ll dc_H/d\ln p=AX(1-X)/(2-X)$, which is 0.014 at the wetter state, peaks at 0.017 near $X=0.59$ and vanishes at both ends. With the hole diffusivity $10^{-5}$ cm²/s, a step from 19.95 to 20 Torr, whose uptake is about an eighth of the hole content, shortens the half-time by only 1.9 %; a step from 395 to 400 Torr shortens it by 5.0 % (17 % if $\sigma_h=10^{-4}$ S/cm holds at 400 Torr instead of 20 Torr), and drying from 20 to 0.2 Torr by 4.7 %.

## From a plate to a memory film

One way water can matter to an ionic memory film is that hydration consumes vacancies that may take part in switching. The model does not show that this is the main effect of moisture in a real device, and the parameters below remain those of the plate, not of a particular switching oxide. The bulk formula does not by itself give the uptake time of such a film. Let the surface flux be $k_s$ times the departure of the surface water content from equilibrium, with a rough $k_s=10^{-4}$ cm/s. The ratio $Lk_s/D_w$ equals one at $L=D_w/k_s=6.4$ µm; the half-times for diffusion alone, $0.196L^2/D_w$, and for surface exchange alone, $0.693L/k_s$, are equal near 23 µm. The plate has $Lk_s/D_w=78$ and is controlled mainly by diffusion; this $k_s$ lengthens its half-times to 1.89 h and 1.71 h and lowers their ratio to 1.11. A 100 nm film at 750 K, exposed on one face, has a ratio of 0.016: its diffusion time $L^2/D_w$ is 1.6 ms, but its surface time $L/k_s$ is 0.1 s, some 64 times longer. These are time scales, not half-times: for the step from 5 to 20 Torr the half-time is 0.07 s with surface exchange and 0.26 ms without.

At 360 K, nearer a device's temperature of use, the same parameters at 20 Torr give $1-X\approx5\times10^{-7}$. Then $D_w\approx D_V=6\times10^{-14}$ cm²/s, and the time scale $L^2/D_w$ for 100 nm is about 1600 s. So close to saturation the hole condition is severe: $dc_H/d\ln p$ is only $5\times10^{-8}$, and for a small pressure step $10^{-8}$ mobile holes per formula unit already shorten the hydrogen half-time by 18 %, and $10^{-7}$ by 99 %. The hole content at 360 K is not estimated, and the times given here neglect it. A film that starts dry has a larger $D_w$ over much of its uptake and, by diffusion alone, is half filled in roughly 100 s and nine-tenths filled in roughly 800 s. This is an extrapolation: with $D_V$ fixed at 750 K, an error of 0.1 eV in its activation energy changes the time about fivefold. Proton trapping also weighs more at 360 K: with the surface still saturated, the 0.20 eV trap above shortens the two filling times by about a quarter, and a 0.30 eV trap by 40 to 50 %. Surface exchange at 360 K, which could lengthen uptake further, is not estimated.

Real films also contain grain boundaries, strain and electrode space charge, none of them included here. During switching, a field of 1 MV/cm changes the energy of a doubly charged vacancy by 84 meV over one lattice parameter, against $k_BT=31$ meV at 360 K. A single jump runs along an octahedron edge and covers only half a lattice parameter along a cube axis, so with symmetric barriers the drift exceeds the linear value by about 8 % for a field along a cube axis, 10 % along a face diagonal and 10.5 % along a body diagonal, and by more at higher fields. More basically, the external circuit carries current during a pulse, so the condition $J_H+2J_V=0$ need not hold, even at low field. The formula does not apply to the switching pulse. At rest it can also fail, when mobile electronic carriers do not meet the condition of the previous section: in the plate at 750 K, for the step from 5 to 20 Torr, 0.02 holes per formula unit at the 20 Torr state with a diffusivity of $10^{-5}$ cm²/s shorten the hydrogen half-time by 90 % and lengthen the oxygen half-time by about 28 % (81 % and 20 % if that content holds at 5 Torr). The numerical output below lists $D_w$ at 750 K for six values of $X$.

## Computed values

```
temperature 750 K, kT 64.63 meV
acceptors per formula unit 0.10, lattice parameter 0.42 nm
proton: prefactor 1e-03 cm2/s, activation 0.45 eV
vacancy: prefactor 1e-02 cm2/s, activation 0.80 eV
hydration enthalpy -0.80 eV, entropy -0.90 meV/K
hydration constant 6.918 (1 bar standard)
D_H 9.465e-07 cm2/s, D_V 4.210e-08 cm2/s, D_H/D_V 22.49
water 5 Torr: X 0.5549, D_w 1.023e-07 cm2/s
water 20 Torr: X 0.7801, D_w 6.422e-08 cm2/s
D_H/D_w at 20 Torr 14.74, D_w/D_V 1.526
table X 0.00: D_w 9.465e-07 cm2/s
table X 0.01: D_w 8.543e-07 cm2/s
table X 0.10: D_w 4.442e-07 cm2/s
table X 0.50: D_w 1.160e-07 cm2/s
table X 0.90: D_w 5.095e-08 cm2/s
table X 1.00: D_w 4.210e-08 cm2/s
equal conductivities at X 0.0817, D_w 4.943e-07 cm2/s
potential, 20 Torr side minus 5 Torr side: -20.10 mV
plate thickness 1.0 mm, both faces exposed
half-time wetting 1.800 h, drying 1.578 h
wetting/drying time ratio 1.141
largest half-time gap to Poisson-Nernst-Planck 0.0008 %
neglected effects at the wetter state:
site exclusion: D_w change +0.242 %
proton trapping 0.20 eV: D_w change +4.1 %
proton flux carried by moving oxygen 1.30 %
proton conductivity 2.47e-03 S/cm, vacancy 6.20e-05 S/cm
holes in air (160 Torr O2) 1.0e-04 S/cm: H flux +151 %
holes at 1e-03 Torr O2 5.0e-06 S/cm: H flux +7.9 %
Debye length 0.329 nm (relative permittivity 50)
surface exchange 1e-04 cm/s: D_w/k 6.42 um
plate: half thickness * k / D_w 77.9
film 100 nm: L*k/D_w 0.0156
film: L^2/D_w 1.56e-03 s, L/k 1.00e-01 s
at 360 K, 20 Torr: 1-X 5.42e-07
at 360 K: D_H 5.02e-10, D_V 6.32e-14, D_w 6.32e-14 cm2/s
at 360 K: film L^2/D_w 1583 s
```
